# When counterpoise correction must weaken a computed trimethylgallium–ammonia bond, part 1

(Sections cited here and not found follow in the second part.)

## First half: nested trial spaces

### Definitions and conventions

Let $A$ be trimethylgallium, $\mathrm{Ga(CH_3)_3}$, let $B$ be ammonia, and let $AB$ be their adduct, held together by a dative bond from nitrogen to gallium. Each atom carries a fixed set of basis functions. The functions on the atoms of $A$ span a space $V_A$, those on the atoms of $B$ span $V_B$, and all of them together span $V_{AB}$.

The symbol $E_X^Y$ is the computed energy of system $X$ in the basis $Y$. Thus $E_A^A$ is trimethylgallium in its own basis, and $E_A^{AB}$ is trimethylgallium in the basis of the whole adduct. In the second calculation the functions of ammonia are present, but its nuclei and electrons are not. Such functions are called ghost functions. A ghost atom has no nuclear charge and no core potential.

Unless stated otherwise, a fragment has the geometry it has in the adduct. This is the meaning of "rigid" here. The raw and the counterpoise-corrected interaction energies are

$$\Delta E_{\rm raw}=E_{AB}^{AB}-E_A^A-E_B^B, \tag{1}$$

$$\Delta E_{\rm CP}=E_{AB}^{AB}-E_A^{AB}-E_B^{AB}. \tag{2}$$

A negative value means binding, so a weaker bond has a larger, less negative, interaction energy. The ghost lowering of fragment $X$ is

$$\delta_X=E_X^X-E_X^{AB},\qquad \delta=\delta_A+\delta_B. \tag{3}$$

The result to be derived is $\delta_X\ge 0$, and with it

$$\Delta E_{\rm CP}\ge\Delta E_{\rm raw}. \tag{4}$$

In words, the correction weakens the computed bond or leaves it unchanged. The comparison is between two numbers obtained with one method in one finite basis. It is not a comparison with the true bond energy, and it holds for methods that minimise an energy, under conditions given below.

### First derivation: a minimum over a larger set

Suppose that a method assigns to each trial state $\Phi$ an energy $\mathcal E_X[\Phi]$, and that the computed energy is the lowest value over all trial states that the basis can express. Write $\mathcal T_X(Y)$ for the set of trial states of $X$ in basis $Y$. Then

$$E_X^Y=\min_{\Phi\in\mathcal T_X(Y)}\mathcal E_X[\Phi]. \tag{5}$$

Two facts are needed. Every trial state in the small basis must also be a trial state in the large one, and its energy must be the same in both. They are shown here for closed-shell Hartree–Fock theory with real orbitals.

A closed-shell determinant with $N$ electrons is fixed by its density matrix $D$. With the overlap matrix $S$ of the basis functions, the allowed matrices are the symmetric ones that satisfy

$$DSD=2D,\qquad \operatorname{Tr}(DS)=N. \tag{6}$$

The first condition says that $DS/2$ is a projector, since its square equals itself. It projects onto the space of the occupied orbitals, each holding two electrons. The second counts the electrons. The energy is

$$\mathcal E[D]=\operatorname{Tr}(hD)+\tfrac12\operatorname{Tr}\big(D\,G(D)\big)+V_{\rm nn}, \tag{7}$$

where $h$ holds the kinetic energy and the attraction to the nuclei, $V_{\rm nn}$ is the repulsion of the nuclei, and

$$G(D)_{pq}=\sum_{rs}D_{rs}\Big[(pq|rs)-\tfrac12(pr|qs)\Big]. \tag{8}$$

The first term in the bracket is the Coulomb repulsion and the second is exchange. The factor $\tfrac12$ on exchange appears because an electron exchanges only with the half of the density that has its own spin. The factor $\tfrac12$ in (7) prevents each pair from being counted twice.

Let $D$ be any allowed density of fragment $X$ in its own basis. Order the functions of $V_{AB}$ so that those of $X$ come first and the ghost functions, labelled $g$, come second. Extend $D$ by zeros:

$$\tilde D=\begin{pmatrix}D&0\\0&0\end{pmatrix},\qquad
\tilde S=\begin{pmatrix}S&S_{Xg}\\S_{gX}&S_{gg}\end{pmatrix}. \tag{9}$$

The overlap blocks $S_{Xg}$ are not zero, because ghost functions overlap those of the fragment. They nevertheless drop out. Multiplication from the left gives

$$\tilde D\tilde S=\begin{pmatrix}DS&DS_{Xg}\\0&0\end{pmatrix},$$

and a further multiplication by $\tilde D$ from the right removes the second column:

$$\tilde D\tilde S\tilde D=\begin{pmatrix}DSD&0\\0&0\end{pmatrix}=2\tilde D,\qquad
\operatorname{Tr}(\tilde D\tilde S)=\operatorname{Tr}(DS)=N.$$

So $\tilde D$ is allowed in the large basis.

Its energy is unchanged. In $\operatorname{Tr}(\tilde h\tilde D)$ the zeros select the block of $\tilde h$ that belongs to $X$. That block equals $h$, because ghosts add no nuclear charge. In the two-electron term, every integral is multiplied by two elements of $\tilde D$, which vanish unless all four indices belong to $X$. The nuclear repulsion is that of $X$ in both calculations. Therefore

$$\mathcal E[\tilde D]=\mathcal E[D]. \tag{10}$$

Now take for $D$ the density that minimises the energy in the fragment's own basis. The padded density $\tilde D$ is one candidate in the larger minimisation, and a minimum cannot lie above any candidate:

$$E_X^{AB}=\min_{\mathcal T_X(AB)}\mathcal E\;\le\;\mathcal E[\tilde D]=\mathcal E[D]=E_X^X. \tag{11}$$

This is $\delta_X\ge0$. Subtracting (1) from (2) cancels the adduct energy:

$$\Delta E_{\rm CP}-\Delta E_{\rm raw}
=-E_A^{AB}-E_B^{AB}+E_A^A+E_B^B=\delta_A+\delta_B\ge0. \tag{12}$$

That proves (4).

The physical content is simple. In the adduct calculation, ammonia's electrons can use functions centred on the gallium side to repair defects of ammonia's own basis, and the reverse is also possible. This repair lowers $E_{AB}^{AB}$ although it has nothing to do with bonding. The raw difference counts it as binding. The corrected difference gives each separate fragment the same functions.

The argument uses little of Hartree–Fock theory. It holds for full configuration interaction, in which the trial states are all $N$-electron states that the orbitals can form. It also holds for a Kohn–Sham functional minimised over determinants, even though such a functional need not give an upper bound to the true energy. What matters is that $\mathcal E_X$ is the same in both bases. An integral approximation or a quadrature grid that changes when ghosts are added breaks this condition. So does a different charge, spin or symmetry restriction, or the deletion of nearly dependent functions if this removes part of the fragment's own space.

### The five energies of the adduct

The example is the adduct at a chosen geometry that has not been optimised. The Ga–N distance is 2.10 Å, the Ga–C distance is 1.98 Å, and the N–Ga–C angle is 100°. The method is nonrelativistic restricted Hartree–Fock theory with all electrons included. The basis is def2-SVP without the p functions on hydrogen. It has 92 functions on $A$ and 20 on $B$, hence 112 on $AB$.

The total energies, in hartree, are

- $E_{AB}^{AB}=-2097.888113$,
- $E_A^A=-2041.722063$ and $E_A^{AB}=-2041.722689$,
- $E_B^B=-56.129636$ and $E_B^{AB}=-56.136229$.

The raw difference is

$$-2097.888113+2041.722063+56.129636=-0.036414\ \text{hartree},$$

which is $-0.991$ eV, or $-95.6$ kJ/mol. The corrected difference is

$$-2097.888113+2041.722689+56.136229=-0.029195\ \text{hartree},$$

which is $-0.794$ eV, or $-76.7$ kJ/mol. The lowerings are $\delta_A=0.017$ eV and $\delta_B=0.179$ eV. Their sum, 0.196 eV, is about 20% of the size of the raw interaction energy. These values are not converged in the basis. A triple-zeta basis (def2-TZVP without f functions, with p functions on hydrogen only for ammonia, 182 functions, density-fitted integrals) gives $-0.785$ eV raw and $-0.747$ eV corrected, with $\delta_A=0.008$ eV and $\delta_B=0.030$ eV, so that the sum falls to about 5% of the raw value.

Identity (10) was tested by inserting the padded densities into the energy expression of the large basis. The larger of the two deviations from the fragment energies was $1.2\times10^{-11}$ eV, which is rounding error.

In this basis ammonia gains about ten times as much as trimethylgallium, and in the triple-zeta basis about four times as much. These totals do not show which defects of ammonia's small basis are repaired, since the contributions of individual ghost functions were not separated.

### Relaxed fragments and relaxed bonds

A dissociation energy refers to fragments that have relaxed after separation. Let $E_{\rm def}$ be the energy needed to bring the relaxed fragments to their adduct geometries, computed for each fragment in its own basis. The dissociation energies without vibration are

$$D_{\rm raw}=-(\Delta E_{\rm raw}+E_{\rm def}),\qquad
D_{\rm CP}=-(\Delta E_{\rm CP}+E_{\rm def}). \tag{13}$$

The same $E_{\rm def}$ enters both, so $D_{\rm raw}-D_{\rm CP}=\delta$. One part of the deformation is the bending of trimethylgallium from a plane into a pyramid. A planar model with unchanged bond lengths and methyl orientations gives 0.243 eV for it. Turning the methyl groups so that one hydrogen of each lies in the plane raises this to 0.247 eV. With this value alone,

$$D_{\rm raw}=0.991-0.243=0.748\ \text{eV},\qquad D_{\rm CP}=0.794-0.243=0.551\ \text{eV}.$$

The deformation of ammonia and the changes of bond length are left out.

The inequality also survives if the adduct geometry $Q$ is optimised separately with and without the correction. Let $W(Q)$ be the raw energy of the adduct relative to the relaxed fragments in their own bases. The corrected surface is $W(Q)+\delta(Q)$. If their minima lie at $Q_{\rm raw}$ and $Q_{\rm CP}$, then

$$W(Q_{\rm CP})+\delta(Q_{\rm CP})\ge W(Q_{\rm CP})\ge W(Q_{\rm raw}). \tag{14}$$

The first step uses $\delta\ge0$, and the second uses the definition of the raw minimum.

The direction in which the bond length moves is a separate question. Consider rigid fragments at distance $R$, and suppose that $\delta(R)$ falls as $R$ grows. At any $R<R_{\rm raw}$, both $W$ and $\delta$ are then at least as large as at $R_{\rm raw}$, and so is their sum. The corrected minimum can therefore be taken at $R_{\rm raw}$ or further out. Without this monotonic fall the argument gives no direction.

A scan in the much poorer STO-3G basis, with the fragments held rigid, shows the effect on a large scale:

| $R$ (Å) | raw (eV) | CP (eV) | $\delta$ (eV) |
|---|---|---|---|
| 1.90 | −1.99 | −0.55 | 1.44 |
| 2.10 | −1.90 | −0.77 | 1.12 |
| 2.30 | −1.60 | −0.73 | 0.88 |
| 2.50 | −1.25 | −0.58 | 0.66 |

Here $\delta$ does fall over the sampled range. A cubic through the four points puts the lowest corrected energy at 2.15 Å and the lowest raw energy at 1.93 Å. The last digit depends on the fit: six points from 1.86 to 2.26 Å, 0.08 Å apart, give 2.14 Å and 1.93 Å. At 10 Å the total lowering is zero to rounding for these neutral fragments. Ghost functions that no longer reach the fragment leave the padded state stationary, but they do not force a zero lowering in every case. For H⁻ in STO-3G, whose occupied level lies above the lowest level of gallium ghost functions 10 Å away, the Hartree–Fock energy falls by 0.37 eV as charge moves onto them.

### Weaker does not mean more accurate

Let $\Delta E_\infty$ be the interaction energy of the same method in a complete basis, and let $e=\Delta E_{\rm raw}-\Delta E_\infty$ be the raw error. By (12) the corrected error is $e+\delta$. For $\delta>0$, the correction improves the result if

$$(e+\delta)^2<e^2\quad\Longleftrightarrow\quad \delta(2e+\delta)<0\quad\Longleftrightarrow\quad e<-\tfrac12\delta. \tag{15}$$

The raw result must overbind by more than half the correction. If it already underbinds, $e>0$, the correction makes it worse. This can happen because a small basis may also lack functions that the bonded system needs and the fragments do not.

A model with one electron shows such a case. It has three orthonormal functions: $a$ on the fragment, $b$ as the ghost, and $p$, which is missing from the small basis. The energies in eV are

$$H_A=\begin{pmatrix}-5&-1&0\\-1&0&0\\0&0&0\end{pmatrix},\qquad
H_{AB}=\begin{pmatrix}-6&-2&-2\\-2&-3&0\\-2&0&0\end{pmatrix}.$$

The second fragment has no electron and contributes zero. In the basis $\{a,b\}$ the bonded energy is $-4.5-\sqrt{1.5^2+2^2}=-7$ eV. The fragment has $-5$ eV alone and $-2.5-\sqrt{2.5^2+1}=-5.193$ eV with the ghost. Hence the raw interaction is $-2.000$ eV and the corrected one is $-1.807$ eV. With all three functions the interaction is $-2.246$ eV. The raw result underbinds by 0.246 eV and the corrected one by 0.439 eV.

For the real adduct no complete-basis value was computed, so (15) cannot be decided. At 2.10 Å the two bases differ by 0.90 eV in the raw interaction and by 0.02 eV in the corrected one. This agreement between two small bases is not evidence of convergence: the triple-zeta basis moves the corrected value by a further 0.05 eV, to $-0.747$ eV.

## Second half: descent from the padded state

### What is taken from the first half

$E_X^Y$ is the energy of system $X$ in basis $Y$. The fragments are $A$, trimethylgallium, and $B$, ammonia, both held at their adduct geometries. The ghost lowering is $\delta_X=E_X^X-E_X^{AB}$, and $\delta=\delta_A+\delta_B$ is the difference $\Delta E_{\rm CP}-\Delta E_{\rm raw}$ between corrected and raw interaction energies. A fragment density $D$ extended by zeros on the ghost functions is an allowed density $\tilde D$ in the large basis, and its energy is still $E_X^X$. The closed-shell energy is

$$\mathcal E[D]=\operatorname{Tr}(hD)+\tfrac12\operatorname{Tr}(D\,G(D))+V_{\rm nn},$$

where $G$ is linear and contains Coulomb repulsion and exchange. In the main example $\delta_A=0.017$ eV, $\delta_B=0.179$ eV, $\Delta E_{\rm raw}=-0.991$ eV and $\Delta E_{\rm CP}=-0.794$ eV.

The first derivation compared two global minima. The second starts from the padded state and follows the energy downhill. It does not need to know where the global minimum lies.

For methods that minimise one fixed energy functional over nested trial spaces, the counterpoise correction has been shown to weaken the computed bond or leave it unchanged, though not necessarily to make it more accurate. It remains to carry out the descent from the padded state, which does not need the global minimum and shows when the weakening is strict.
